# Relativity reaches the valence shell: bonding and oxidation in TaN

Removing one electron pair from the closed-shell $\sigma^2$ state of the molecule TaN costs 0.697 hartree in a nonrelativistic Hartree–Fock calculation and 0.788 hartree when relativity is included. The difference is 2.47 eV, although the pair removed is a valence pair, outside every closed shell of the tantalum core. If relativity concerned core electrons alone and left the valence shell as it was, the two costs would be equal.

## The calculation

Hartree atomic units are used, so the speed of light is $c\approx137$. For tantalum $Z=73$ and $Z/c=0.533$, which is not small.

Two all-electron Hartree–Fock calculations are compared, with the same Gaussian basis and the same Coulomb repulsion. They differ in the one-electron operator. The first uses $h_{\rm nr}=p^2/2+V_{\rm nuc}$. The second uses the scalar X2C operator $h_{\rm rel}$, obtained by transforming the one-electron Dirac equation to an equation for electrons only and dropping spin–orbit coupling. Electron correlation and relativistic corrections to the repulsion are also left out. The results therefore isolate scalar relativity in a mean field; they are not predictions of measured values.

Nitrogen formally takes three of tantalum's five valence electrons. The remaining two form a $\sigma$ pair in the closed-shell state treated here, so TaN is formally Ta(III), and TaN$^{2+}$ without that pair is formally Ta(V). A Mulliken analysis, which divides overlap charge equally between the atoms, gives the pair a tantalum s share of 0.80 without relativity and 0.79 with it.

## The counter-example, first in the ion

The free ion shows what happens to 6s and 5d separately. Take the closed-shell core Ta$^{5+}$ with occupied orbitals $i$, and add one electron in an orbital $\varphi$ without letting the core respond. The energy gained is the one-electron energy of $\varphi$ plus its interaction with each core pair: two Coulomb terms, and one exchange term from the electron of equal spin. Thus

$$E(\mathrm{Ta}^{4+})-E(\mathrm{Ta}^{5+})=\langle\varphi|h|\varphi\rangle+\sum_i(2J_{i\varphi}-K_{i\varphi})=\varepsilon .$$

Here $\varepsilon$ is the eigenvalue in

$$(h+G[D])\varphi=\varepsilon\varphi ,$$

where $D$ is the core density matrix and $G[D]$ is its Coulomb-minus-exchange operator. The cost of removing the electron again is $-\varepsilon$.

Relativity can enter through $h$, which acts on the valence electron itself, or through $D$, which describes the core. Changing one at a time separates the causes:

| Shift of $\varepsilon$ (hartree) | 6s | 5d |
|---|---|---|
| direct: $h$ changed | −0.1168 | −0.0369 |
| indirect: $D$ changed | +0.0129 | +0.0778 |
| remainder | +0.0145 | +0.0039 |
| total | −0.0893 | +0.0447 |

In each row $\varphi$ is orthogonal to the lower solutions of its own equation. The direct row therefore includes the effect of $h$ on those core-like solutions, while the indirect row does not hold $\varphi$ orthogonal to the relativistic core orbitals. The second row is thus the effect of the changed core field alone. Even then the valence levels move. For 6s this row has the wrong sign: the changed field would raise the level, whereas the full calculation lowers it. This sign belongs to the convention just stated; the split between the rows changes if $\varphi$ is held orthogonal to the relativistic core orbitals. For 5d the screening change is the larger contribution and outweighs the direct lowering.

The orbitals follow the energies. The root-mean-square radius of 6s falls from 2.915 to 2.730 bohr, by about 6%. That of 5d grows from 1.846 to 1.876 bohr, by 1.6%. Removing a 5d electron from Ta$^{4+}$ becomes cheaper by 0.0447 hartree, or 1.22 eV; removing a 6s electron becomes dearer.

## The counter-example in the molecule

**Oxidation.** All oxidation energies are taken at a fixed distance of 3.10 bohr. Start from TaN$^{2+}$ and put two electrons into its empty $\sigma$ orbital, keeping all orbitals frozen. Each contributes $\varepsilon_\sigma$, and they repel each other by $J_{\sigma\sigma}$. Letting the orbitals relax lowers the TaN energy by a further amount $\rho\ge0$, since the frozen state is one trial state in the minimization. Hence

$$E(\mathrm{TaN})=E(\mathrm{TaN}^{2+})+2\varepsilon_\sigma+J_{\sigma\sigma}-\rho ,$$

and the cost of going from Ta(III) to Ta(V) is

$$A=E(\mathrm{TaN}^{2+})-E(\mathrm{TaN})=-2\varepsilon_\sigma-(J_{\sigma\sigma}-\rho).$$

The computed level is $\varepsilon_\sigma=-0.4598$ hartree without relativity and $-0.5093$ with it. The separately computed costs then fix the bracket:

$$\begin{aligned}
\text{nonrelativistic:}\quad &0.6973=0.9196-0.2223,\\
\text{relativistic:}\quad &0.7881=1.0186-0.2305 .
\end{aligned}$$

The deeper level raises the cost by 0.0990 hartree. The bracket, repulsion less relaxation, grows by 0.0082 and takes a little back. The net change is 0.0908 hartree, the 2.47 eV of the opening. At this distance, relativity thus makes Ta(V) harder to reach from the closed-shell $\sigma^2$ state of Ta(III). The 2.47 eV belongs to this state only. It is not the lowest Hartree–Fock state of TaN in this basis: a triplet with one electron in $\sigma$ and one in $\delta$ lies below it in both calculations. For that state the levels given below shift the cost by only $0.0495-0.0155=0.0340$ hartree, before repulsion and relaxation are counted.

That is not a rule for tantalum. TaN$^{2+}$ also has an empty $\delta$ level, of d type about the metal. Relativity raises it from −0.4975 to −0.4820 hartree. One electron added to TaN$^{2+}$ gives formal Ta(IV), and with frozen orbitals its best place changes:

- without relativity, $\delta$ lies 0.0378 hartree below $\sigma$;
- with relativity, $\sigma$ lies 0.0274 hartree below $\delta$.

The cost of removing that electron, and so of reaching Ta(V), depends on where it sits. From $\delta$ it falls by 0.0155 hartree (0.42 eV). From $\sigma$ it rises by 0.0495 hartree (1.35 eV). If the electron takes the lower level in each calculation, the cost goes from 0.4975 to 0.5093 hartree, a rise of 0.0118 hartree (0.32 eV). In this frozen-orbital comparison, relativity changes both the price of oxidation and the orbital from which it is paid.

**Bond length.** Total energies of the $\sigma^2$ state were computed at 2.95, 3.10, 3.25 and 3.40 bohr, and a cubic was passed through each set. The minima are

$$R_{\rm nr}=3.0705,\qquad R_{\rm rel}=3.0833\ \text{bohr},$$

or 1.625 and 1.632 Å. The bond becomes longer by 0.0127 bohr, about 0.4%, although 6s contracts by 6% in the ion. Contraction of an atomic orbital does not by itself fix the sign of a bond-length change.

The relativistic part of the energy, $\Delta(R)=E_{\rm rel}(R)-E_{\rm nr}(R)$, shows what matters. At the four distances it is −783.1904, −783.1924, −783.1930 and −783.1924 hartree. Nearly all of it is a constant, and a constant exerts no force. The bond responds to a variation of less than 0.003 hartree. At $R_{\rm nr}$ the slope is $\Delta'=-0.01008$ hartree/bohr: stretching lowers the relativistic energy, so the nuclei are pushed apart. With the nonrelativistic force constant $k_{\rm nr}=0.7364$ hartree/bohr$^2$,

$$\delta R\approx-\frac{\Delta'(R_{\rm nr})}{k_{\rm nr}}=\frac{0.01008}{0.7364}=0.0137\ \text{bohr},$$

close to the 0.0127 found from the minima.

The change is small, and correlation or a different basis could alter it, perhaps even in sign; the result holds for Hartree–Fock in this basis. Within that model, the example shows that a bond length can respond to relativity, and that the response need not be a contraction.

## The correct general statement

In a mean-field description, scalar relativity changes a valence level in two ways: through the one-electron operator acting on the valence orbital, and through the changed density of the other electrons. To leading order the two shifts add. A bond length responds to the slope of the relativistic energy with distance, and an oxidation energy to the difference of relativistic energies between the two oxidation states. Neither sign is fixed by the size of the core energy.

## Proof for the levels

Write $\delta h=h_{\rm rel}-h_{\rm nr}$ and $\delta G=G[D_{\rm rel}]-G[D_{\rm nr}]$. Let $W=\delta h+\delta G$, and join the two problems by a parameter $\lambda$ running from 0 to 1:

$$(F_0+\lambda W)\varphi=\varepsilon\varphi,\qquad F_0=h_{\rm nr}+G[D_{\rm nr}].$$

Take real normalized orbitals and a nondegenerate level within its symmetry. Differentiate with respect to $\lambda$, denoted by a dot:

$$W\varphi+(F_0+\lambda W)\dot\varphi=\dot\varepsilon\varphi+\varepsilon\dot\varphi .$$

Project on $\varphi$. Because the operator is Hermitian, the second term on the left gives $\varepsilon\langle\varphi|\dot\varphi\rangle$ and cancels the last term on the right. What remains is

$$\dot\varepsilon=\langle\varphi|W|\varphi\rangle=\langle\varphi|\delta h|\varphi\rangle+\langle\varphi|\delta G|\varphi\rangle .$$

At $\lambda=0$ this is the leading-order shift, and it is additive. Neither term requires $\varphi$ to be a core orbital.

The remainder in the table appears at the next order. Project the differentiated equation on another eigenfunction $\varphi_k$ with energy $\varepsilon_k$:

$$W_k+\varepsilon_k\langle\varphi_k|\dot\varphi\rangle=\varepsilon\langle\varphi_k|\dot\varphi\rangle
\;\Rightarrow\;
\langle\varphi_k|\dot\varphi\rangle=\frac{W_k}{\varepsilon-\varepsilon_k},$$

with $W_k=\langle\varphi_k|W|\varphi\rangle$. Normalization makes $\langle\varphi|\dot\varphi\rangle=0$. Differentiating $\dot\varepsilon=\langle\varphi|W|\varphi\rangle$ once more gives $\ddot\varepsilon=2\langle\dot\varphi|W|\varphi\rangle$, so the second-order shift is

$$\tfrac12\ddot\varepsilon=\sum_k\frac{W_k^2}{\varepsilon-\varepsilon_k}
=\sum_k\frac{(\delta h_k)^2+(\delta G_k)^2+2\,\delta h_k\,\delta G_k}{\varepsilon-\varepsilon_k}.$$

The first two parts belong to the direct and indirect shifts. The cross term belongs to neither. It is the part of the remainder that is lowest in order, though not necessarily the largest when higher orders matter.

These orders are not equally good for both orbitals. With $\varphi$ held at its nonrelativistic form, $\langle\varphi|\delta h|\varphi\rangle$ is −0.0342 hartree for 5d, near the full direct shift of −0.0369. For 6s it is −0.0635, against −0.1168. The change in the shape of 6s supplies the rest, so first-order theory shows the cause there but does not give the size.

## Why a valence s electron is affected directly

A weakly bound electron is slow on average, but not everywhere. In a local potential, $p^2\varphi/2=(\varepsilon-V)\varphi$. Near the nucleus $-V\approx Z/r$ is far larger than $|\varepsilon|$, so the local kinetic energy there is set by the nucleus and hardly by the binding energy.

Expanding the relativistic kinetic energy gives

$$\sqrt{c^4+p^2c^2}-c^2=\frac{p^2}{2}-\frac{p^4}{8c^2}+\cdots .$$

Since $p^2\varphi=2(\varepsilon-V)\varphi$, the correction is

$$-\frac{\langle p^4\rangle}{8c^2}=-\frac{\langle(\varepsilon-V)^2\rangle}{2c^2}.$$

An orbital of angular momentum $l$ starts as $r^l$. Close to the nucleus the integrand behaves as $r^{2l}\,r^2\,(Z/r)^2\propto r^{2l}$: it stays finite for s and vanishes as $r^4$ for d.

For s states the Dirac equation adds, at the same order, the Darwin term $+(\pi Z/2c^2)|\varphi(0)|^2$. A one-electron ion shows the balance. There

$$\varepsilon=-\frac{Z^2}{2n^2},\quad \langle V\rangle=-\frac{Z^2}{n^2},\quad \langle V^2\rangle=\frac{2Z^4}{n^3},\quad |\varphi(0)|^2=\frac{Z^3}{\pi n^3}.$$

Therefore $\langle(\varepsilon-V)^2\rangle=Z^4(1/4n^4-1/n^4+2/n^3)$, and the sum of both corrections is

$$\begin{aligned}
\delta\varepsilon&=-\frac{Z^4}{c^2}\left(\frac1{n^3}-\frac3{8n^4}\right)+\frac{Z^4}{2c^2n^3}\\
&=-\frac{Z^4}{2c^2n^3}\left(1-\frac{3}{4n}\right).
\end{aligned}$$

It is negative for every $n$. Divided by the binding energy $Z^2/2n^2$, its size is $(Z/c)^2(1-3/4n)/n$. The factor $(1-3/4n)/n$ is 0.25, 0.31, 0.25 and 0.20 for $n=1$ to 4. The relative effect thus rises from 1s to 2s and then falls only slowly, so it is not confined to the innermost shell. It fades as $(Z/c)^2$ for light atoms.

For Ta$^{72+}$ the formula gives −189 hartree for 1s. The Dirac energy $c^2(\sqrt{1-Z^2/c^2}-1)$ gives a shift of −221.8. Leading order thus misses 15% of the Dirac shift at this nuclear charge. The X2C operator in the finite tantalum basis gives −215.0, 3% short of the Dirac shift, which indicates the limited resolution of the basis near the nucleus.

## Why the screening changes

Consider a thin spherical shell of core charge at radius $a$. The repulsive potential it produces is $1/a$ inside and $1/r$ outside, that is, $1/\max(r,a)$. Moving the shell inward raises this potential for $r$ smaller than the old radius and leaves it unchanged farther out. A valence orbital that penetrates this region is therefore raised. Moving the shell outward has the opposite effect.

Both motions occur in Ta$^{5+}$. The root-mean-square radius of 5s falls from 1.258 to 1.167 bohr and that of 5p from 1.373 to 1.327, while 4f grows from 0.680 to 0.703. The positive indirect shifts show that the net effect raises both valence levels. This fits a dominant role for the contracted shells, but the contributions of single shells, and of exchange, were not separated.

## Proof for bonds and oxidation states

At the relativistic minimum, $E_{\rm nr}'(R_{\rm rel})+\Delta'(R_{\rm rel})=0$. Put $R_{\rm rel}=R_{\rm nr}+\delta R$ and expand, using $E_{\rm nr}'(R_{\rm nr})=0$:

$$k_{\rm nr}\,\delta R+\Delta'(R_{\rm nr})+\Delta''(R_{\rm nr})\,\delta R+\tfrac12E_{\rm nr}'''(R_{\rm nr})\,\delta R^2+\cdots=0 .$$

If $\Delta''$ is small beside $k_{\rm nr}$ and the displacement is small, the first two terms give $\delta R\approx-\Delta'/k_{\rm nr}$. If $\Delta$ does not depend on $R$, the bond does not move, however large $\Delta$ is. The estimate fails for a very soft bond, or if relativity changes the electronic state along the curve.

One can also expand $E_{\rm rel}'$ about its own minimum. This gives $\Delta'(R_{\rm nr})=E_{\rm rel}'(R_{\rm nr})\approx-k_{\rm rel}\,\delta R$. With $k_{\rm rel}=0.7821$ hartree/bohr$^2$, the result is $\delta R\approx0.0129$ bohr, which removes most of the earlier discrepancy. The relativistic bond is longer and yet 6% stiffer, so length and stiffness need not change in opposite directions.

For two oxidation states with energies $E_{\rm low}$ and $E_{\rm high}$, subtracting the two calculations gives

$$A_{\rm rel}-A_{\rm nr}=\Delta_{\rm high}-\Delta_{\rm low}.$$

Any core contribution common to both states cancels. What survives includes the direct effect on the electrons removed and the response of those that remain.

For a chemical reaction, $\Delta$ must be taken for every species in the balanced equation, including those that gain or lose ligands. The gas-phase costs found here do not decide which oxidation state is stable in a solution or on a surface. They do show what an approximate treatment must retain. If the core is replaced by an effective potential, that potential has to reproduce the relativistic valence levels, including the direct lowering of s, and not merely the field of a relativistic core density.
